# Blocking factors in the Landauer current of multiterminal conductors

**Q:** I am computing currents in a coherent conductor with three leads in a magnetic field. An electron from lead $q$ can enter lead $p$ only if the state there is empty. So I weight each passage with $f_q(1-f_p)$, where the $f$'s are the Fermi functions of the reservoirs, and subtract the reverse passages. What could be wrong with that?

**A:** Which state does your factor $1-f_p$ declare empty? The function $f_p$ describes electrons that come *from* reservoir $p$. The arriving electron goes into an outgoing wave in lead $p$, and that wave in general has a different occupation.

To calculate it, take non-interacting electrons, elastic scattering, spin degeneracy without Zeeman splitting, and identical one-channel leads. Each lead is a chain with sites $n=1,2,\dots$ counted away from the device, hopping amplitude $-J$ and energy $E=-2J\cos k$, $0<k<\pi$. The reservoirs differ in filling, not in band position. A unit wave coming in through lead $q$ gives, in lead $p$,

$$\psi_n=\delta_{pq}e^{-ikn}+S_{pq}e^{ikn},\qquad T_{pq}=|S_{pq}|^2 .$$

Thus $T_{pq}$ is the probability of going from $q$ to $p$, and $T_{pp}$ is reflection.

**Q:** But this state extends into all the leads. So does the one starting in lead $p$. Don't they compete for the same places?

**A:** They are orthogonal. Build a wave packet from the states of lead $q$ and another from those of lead $p$. In the remote past each is an incoming packet in its own lead, so their overlap is zero. Both evolve with the same Hamiltonian, which preserves inner products, so the overlap stays zero. This holds for any choice of packets, hence for the states themselves.

Each reservoir sends in its packets with occupation $f_q(E)$, uncorrelated with those of the other reservoirs. The scattering states of lead $q$ therefore have occupation $f_q$, whatever the other leads do. The exclusion principle forbids two electrons in one state; it does not forbid filling two orthogonal states.

**Q:** Then what current do they carry?

**A:** The probability current from site $n$ to $n+1$ is $(2J/\hbar)\,\mathrm{Im}(\psi_n^*\psi_{n+1})$. For $\psi_n=ae^{-ikn}+be^{ikn}$,

$$\psi_n^*\psi_{n+1}=|a|^2e^{-ik}+|b|^2e^{ik}+\left[a^*b\,e^{ik(2n+1)}+\text{c.c.}\right].$$

The bracket is real and drops out. The current away from the device is $v(|b|^2-|a|^2)$, with $v=(2J/\hbar)\sin k=\hbar^{-1}dE/dk$ in sites per unit time. Out of reservoir $p$, towards the device, it is $v(\delta_{pq}-T_{pq})$.

There are $dk/2\pi$ states per site and spin, and $v\,dk/2\pi=dE/h$, so velocity and density of states cancel. Let $e>0$ and let $I_p$ be $e$ times the electron flow out of reservoir $p$; the conventional current has the opposite sign. Adding the independently filled states and both spins gives

$$I_p=\frac{2e}{h}\int dE\Big[f_p-\sum_qT_{pq}f_q\Big].$$

**Q:** Where is the exclusion principle in this? Several reservoirs could push electrons into the same outgoing wave.

**A:** Unitarity takes care of it. For incoming amplitudes $a_q$ the outgoing ones are $b=Sa$. Flux conservation for every $a$ requires $S^\dagger S=1$. As $S$ is square, $SS^\dagger=1$ too. The diagonal elements of these two relations are

$$\sum_pT_{pq}=1,\qquad \sum_qT_{pq}=1 .$$

The outgoing occupation in lead $p$ is $\sum_qT_{pq}f_q\le\sum_qT_{pq}=1$. It cannot exceed one, and no extra factor is needed.

The first sum rule also lets us write $f_p=\sum_qT_{qp}f_p$, so that

$$I_p=\frac{2e}{h}\int dE\sum_q\left[T_{qp}f_p-T_{pq}f_q\right].$$

**Q:** With two leads, my rule gives the accepted answer.

**A:** It does. For leads $L$ and $R$ the sum rules read $T_{LL}+T_{RL}=1$ and $T_{LL}+T_{LR}=1$. Hence $T_{RL}=T_{LR}=T$, even in a magnetic field, and

$$Tf_L(1-f_R)-Tf_R(1-f_L)=T(f_L-f_R).$$

The products cancel, so this case cannot tell the two rules apart.

**Q:** Yet $f_L(1-f_R)$ looks like a sensible probability.

**A:** For two one-channel leads it is part of one. Consider one incoming packet state in each lead, at the same energy and spin. If both are full, both outgoing states are full, and nothing is transferred on balance. A net transfer from $L$ to $R$ needs a full state in $L$, an empty one in $R$, and transmission; its probability is $Tf_L(1-f_R)$. The reverse has probability $Tf_R(1-f_L)$. The mean transfer is their difference, $T(f_L-f_R)$.

**Q:** So what changes with three leads?

**A:** Expand your rule:

$$T_{qp}f_p(1-f_q)-T_{pq}f_q(1-f_p)=T_{qp}f_p-T_{pq}f_q-(T_{qp}-T_{pq})f_pf_q .$$

Its error, your current minus the true one, is

$$D_p=-\frac{2e}{h}\int dE\,f_p\sum_q(T_{qp}-T_{pq})f_q .$$

Put $a=T_{21}-T_{12}$. For each lead the sum rules equate the total probability of leaving to that of entering:

$$T_{21}+T_{31}=T_{12}+T_{13}\ \Rightarrow\ T_{13}-T_{31}=a,$$
$$T_{12}+T_{32}=T_{21}+T_{23}\ \Rightarrow\ T_{32}-T_{23}=a.$$

Therefore

$$D_1=-\frac{2e}{h}\int dE\;a\,f_1(f_2-f_3),$$

and $D_2$, $D_3$ follow by cyclic exchange $1\to2\to3\to1$.

**Q:** My currents add up to zero, and they vanish in equilibrium. I took that as a good check.

**A:** Those checks cannot see the error. In $D_1+D_2+D_3$ each product $f_pf_q$ occurs once with each sign. In equilibrium the differences $f_2-f_3$ and so on vanish.

The error also vanishes without a magnetic field. Complex conjugation of a solution exchanges incoming and outgoing waves and reverses the field $B$. From $b=S(B)a$ it follows that $a^*=S(-B)b^*=S(-B)S^*(B)a^*$, so $S(-B)=[S^*(B)]^{-1}=S^{T}(B)$, where the last step uses unitarity. At $B=0$ this makes $T_{pq}=T_{qp}$, and then $a=0$. The error is also small when all occupations are small, since it is quadratic in them.

**Q:** Show me a device in which it matters.

**A:** Take a ring of three sites, $p=1,2,3$, with a chain attached to each. All hoppings have magnitude $J$. The ring encloses a quarter of the flux quantum $hc/e$, with the field direction chosen so that hopping from $p$ to $p+1$ has amplitude $-Je^{i\theta}$, $\theta=\frac13\cdot\frac{2\pi}{4}=\pi/6$.

Let the incoming amplitudes be $u_p=e^{2\pi imp/3}$, $m=0,1,2$. Acting on $u_p$, the ring Hamiltonian gives $-Je^{i\theta}u_{p-1}-Je^{-i\theta}u_{p+1}=\varepsilon_mu_p$ with

$$\varepsilon_m=-2J\cos\left(\tfrac{2\pi m}{3}-\theta\right).$$

By symmetry the outgoing amplitudes are $s_mu_p$. Counting the ring site as $n=0$ of its chain, its equation is

$$E(1+s_m)=\varepsilon_m(1+s_m)-J(e^{-ik}+s_me^{ik}).$$

Insert $E=-J(e^{ik}+e^{-ik})$ and move the last term to the left. What remains is $-Je^{ik}-Js_me^{-ik}=\varepsilon_m(1+s_m)$, so

$$s_m=-\frac{Je^{ik}+\varepsilon_m}{Je^{-ik}+\varepsilon_m},\qquad S_{pq}=\frac13\sum_me^{2\pi im(p-q)/3}s_m .$$

The second formula decomposes a wave in lead $q$ alone into the three modes.

At $E=0$, $e^{ik}=i$ and $\varepsilon_m=-\sqrt3J,\,0,\,\sqrt3J$. This gives $s_m=e^{2\pi i/3},\,1,\,e^{-2\pi i/3}$, that is, $s_m=e^{2\pi i(1-m)/3}$. The sum is then nonzero only for $p=q+1$ modulo 3. Every electron at $E=0$ goes $1\to2\to3\to1$. Away from the band centre the circulation is imperfect: for $E=J$, $T_{21}=0.86$.

Now let the incoming states of leads 1 and 2 be full and that of lead 3 empty. What does your rule say?

**Q:** Lead 2 is full, so the electron from lead 1 is blocked. The one from lead 2 goes to lead 3. The net losses of leads 1, 2, 3 are $0,1,-1$.

**A:** But the electron from lead 2 leaves through lead 3, so the outgoing wave in lead 2 is free, and the electron from lead 1 takes it. The losses are $1,0,-1$. A calculation with antisymmetrized two-electron amplitudes gives the same.

**Q:** And for real currents, with thermal smearing?

**A:** Choose round values: $J=100$ meV, $kT=5$ meV, and chemical potentials $\mu_1,\mu_2,\mu_3=10,0,-10$ meV. These describe a model, not a particular structure. A quarter flux quantum is $1.03\times10^{-15}$ Wb, which at 10 T needs a triangle about 15 nm on a side. If instead $J=\hbar^2/2m^*a^2=100$ meV with $m^*=0.067\,m_e$, the side is 2.4 nm and the field about 420 T, where Zeeman splitting could not be neglected. Scaling $J$, $kT$ and the $\mu$'s together scales the currents and leaves the conductances unchanged. For perfect circulation, $I_1=(2e/h)(\mu_1-\mu_3)$. With $2e^2/h=77.48\ \mu$S this is $77.48\ \mu\mathrm S\times20\ \mathrm{mV}=1.550\ \mu$A. Likewise $I_2=(2e/h)(\mu_2-\mu_1)=-0.775\ \mu$A. Integrating with the actual $T_{pq}(E)$ gives, in $\mu$A:

| Terminal | Landauer | Blocked rule |
|---|---:|---:|
| 1 | 1.548 | 0.867 |
| 2 | −0.773 | 0.000 |
| 3 | −0.775 | −0.867 |

**Q:** Why do I get nothing at terminal 2?

**A:** It is a symmetry of this example. Under $E\to-E$, $k\to\pi-k$ and $e^{ik}\to-e^{-ik}$. Since $\varepsilon_{2-m}=-\varepsilon_m$, this gives $s_m(-E)=s^*_{2-m}(E)$. Hence $S_{pq}(-E)$ equals $S^*_{pq}(E)$ up to a phase, and $T_{pq}$ is even in $E$. With $T_{32}=T_{21}$ and $T_{23}=T_{12}$ from the threefold symmetry, your integrand at terminal 2 is

$$T_{21}[f_2(1-f_3)-f_1(1-f_2)]+T_{12}[f_2(1-f_1)-f_3(1-f_2)].$$

For these chemical potentials, $E\to-E$ exchanges $f_2$ with $1-f_2$ and $f_1$ with $1-f_3$. Both brackets change sign, and the integral vanishes.

**Q:** You have compared my formula with yours. Is there a judge that uses neither?

**A:** Yes: fill three finite chains independently, connect them to the empty ring, evolve the one-body density matrix in time, and count the electrons leaving each chain. With 240 sites per chain, counting starts at $80\,\hbar/J$, after the switching transient has largely died out. It ends at about $200\,\hbar/J$. The fastest signal moves at $2J/\hbar$ sites per unit time and needs $240\,\hbar/J$ to reach the far end and return.

The ring also has two bound states, at $\pm231$ meV, outside the band. Their amplitudes fall off exponentially along the leads and carry no steady current there, but they can beat against each other, so the counting spans whole beat periods. The counted currents differ from the Landauer values by less than $10^{-4}\ \mu$A. The numerical check carries out this simulation; it prints a largest difference of $6.5\times10^{-5}\ \mu$A and asserts agreement within a looser tolerance of about $0.005\ \mu$A.

**Q:** Would the difference show up in an ordinary small-bias measurement?

**A:** Yes. Let terminal 2 float, so that $I_2=0$, and set $\mu_3=0$ as the common equilibrium value. Write $\langle T\rangle=\int dE\,(-f_0')T$, $F=\langle T_{21}\rangle=0.99897$ and $R=\langle T_{12}\rangle=0.00051$, where $f_0$ is the equilibrium Fermi function. The threefold symmetry gives the other averages. To first order in the bias, $I_2=0$ means

$$(F+R)\mu_2=F\mu_1\ \Rightarrow\ \frac{\mu_2}{\mu_1}=\frac{F}{F+R}=\frac{0.99897}{0.99948}=0.9995 .$$

The probe floats almost to $\mu_1$. From $I_1=(2e/h)[(F+R)\mu_1-R\mu_2]$ and the voltage $\mu_1/e$,

$$G=\frac{2e^2}{h}\left[F+R-\frac{RF}{F+R}\right]=0.999\,\frac{2e^2}{h}=77.4\ \mu\mathrm S .$$

**Q:** And mine?

**A:** Vary $f_q$ in your expression around $f_0$: its coefficient is $-[T_{qp}f_0+T_{pq}(1-f_0)]$. That of $f_p$ is $T_{qp}(1-f_0)+T_{pq}f_0$. Here $T$ and $-f_0'$ are even in $E$, while $f_0-\frac12$ is odd, so under the integral $f_0$ acts as $\frac12$. Both directions acquire the same average, $M=(F+R)/2$.

The condition $I_2=0$ becomes $2M\mu_2=M\mu_1$, so $\mu_2=\mu_1/2$. The conductance is $(2e^2/h)(2M-M/2)=0.750\,(2e^2/h)=58.1\ \mu$S.

Reversing the field transposes $S$ and exchanges $F$ with $R$. The true probe potential then drops from nearly $\mu_1$ to nearly $\mu_3$. Yours stays halfway: at this filling, where $T$ is even about the equilibrium chemical potential, the blocking factors have removed the Hall-like response.

**Q:** So I drop the factors whenever transport is coherent?

**A:** For the mean current of non-interacting electrons with elastic scattering, yes. The derivation used independent filling of the incoming states and a unitary $S$ at each energy. With interactions or inelastic scattering those premises need not hold, and the current must be derived afresh.

## Calculated quantities

```
Hopping J = 100.0 meV; kT = 5.0 meV
Temperature = 58.0 K
Chemical potentials mu_1, mu_2, mu_3 = 10.0, 0.0, -10.0 meV
Flux through ring = 0.25 hc/e
Conductance quantum 2e^2/h = 77.481 microsiemens
E = 0 meV: T_21, T_12, T_11 = 1.00000, 0.00000, 0.00000
E = 20 meV: T_21, T_12, T_11 = 0.99498, 0.00250, 0.00252
E = 50 meV: T_21, T_12, T_11 = 0.96799, 0.01562, 0.01639
E = 100 meV: T_21, T_12, T_11 = 0.86124, 0.06183, 0.07692
Incoming 1 and 2 full, 3 empty, E = 0; net electrons lost per slot:
  exact, leads 1,2,3 = 1.000, 0.000, -1.000
  blocked rule       = 0.000, 1.000, -1.000
Largest overlap of states with different k = 4.9e-16
Currents I_p in microampere (Landauer; time evolution; blocked rule):
  terminal 1: 1.5479; 1.5479; 0.8670
  terminal 2: -0.7731; -0.7732; 0.0000
  terminal 3: -0.7748; -0.7749; -0.8670
Sites per lead in time evolution = 240
Counting starts at 80.0 hbar/J, lasts 119.7 hbar/J
Duration of counting = 0.788 ps
Bound-state energies = -230.94, 230.94 meV
Largest current difference, evolution - Landauer = 6.5e-05 microampere
Thermal averages <T_21>, <T_12> = 0.99897, 0.00051
Floating terminal 2, small bias between 1 and 3:
  (mu_2-mu_3)/(mu_1-mu_3), true = 0.99949
  (mu_2-mu_3)/(mu_1-mu_3), blocked = 0.50000
  conductance 1-3, true = 0.99897 x 2e^2/h = 77.401 microsiemens
  conductance 1-3, blocked = 0.74961 x 2e^2/h = 58.081 microsiemens
```
